Spinodal Compositions of a Symmetric Hafnia-Zirconia Regular Solution

**Setting and data**

Mixed hafnia-zirconia films are used as ferroelectrics in memory capacitors. Consider one crystal structure (polymorph) of the mixed oxide, Hf(1-x)Zr(x)O₂, where x is the zirconia fraction. Hafnium and zirconium share one cation sublattice, and the oxygen sublattice is full. Each cation has z nearest cation neighbours. Energies are counted per cation, k is Boltzmann's constant, and the pressure is fixed.

For numerical work take the round model value Ω = 40 meV per cation for the interaction parameter defined in part (a), and z = 12. This Ω is not a measured property of the oxide. Its positive sign, which makes unlike neighbours unfavourable, is an assumption of the question.

**Part (a)**

Assume that the cations occupy their sites at random and that the energy is a sum over nearest-neighbour cation pairs. Derive the free energy of mixing per cation.

**Answer**

Let the pair energies be e_HH, e_ZZ and e_HZ. Each cation belongs to z pairs and each pair contains two cations, so there are z/2 pairs per cation. With random occupation, the fractions of Hf-Hf, Zr-Zr and unlike pairs are (1-x)², x² and 2x(1-x). The energy per cation is therefore

u = (z/2)[(1-x)²e_HH + x²e_ZZ + 2x(1-x)e_HZ].

Use (1-x)² = (1-x) - x(1-x) and x² = x - x(1-x) to separate the part linear in x:

u = (z/2)[(1-x)e_HH + x e_ZZ] + z x(1-x)[e_HZ - (e_HH + e_ZZ)/2].

The first term is the energy of the unmixed oxides in the same polymorph. Subtracting it leaves the energy of mixing

Δu = Ωx(1-x), with Ω = zw and w = e_HZ - (e_HH + e_ZZ)/2.

For the entropy, place n = xN zirconium ions on N sites. The number of arrangements is W = N!/[n!(N-n)!]. For large N, ln N! ≈ N ln N - N, and the terms without logarithms cancel, since -N + n + (N-n) = 0. Hence

ln W ≈ N ln N - n ln n - (N-n) ln(N-n).

Write n = xN and N-n = (1-x)N. The terms in ln N cancel as well, because x + (1-x) = 1, and

ln W ≈ -N[x ln x + (1-x) ln(1-x)].

The entropy per cation is k ln W/N. Subtracting T times this from the energy gives

g(x) = Ωx(1-x) + kT[x ln x + (1-x) ln(1-x)].

This is the symmetric regular solution: Ω does not depend on x, so g(x) = g(1-x). We also take Ω to be independent of temperature. Random occupation is an approximation when Ω is not zero, because unfavourable pairs are then avoided to some extent. Part (f) estimates what this changes.

**Part (b)**

The spinodal is the limit of stability of the uniform mixture against small changes of composition. Find the condition for it, and evaluate the condition for the free energy of part (a). Do the energies of the two pure oxides matter?

**Answer**

Let a uniform mixture of composition x separate into equal amounts with compositions x+d and x-d. The mean composition is unchanged, and the free energy per cation changes by

δg = [g(x+d) + g(x-d)]/2 - g(x).

In the Taylor series the odd powers of d cancel between the two halves:

δg = g''(x)d²/2 + terms of order d⁴.

If g'' > 0, a small split costs free energy and the mixture resists it. If g'' < 0, a small split lowers the free energy and the mixture is unstable. The spinodal is where the sign changes, g'' = 0. The cost of the boundaries between the regions has been left out, which is justified when the regions are large.

Differentiating once, and noting that the constants +1 and -1 from the two logarithmic terms cancel,

g' = Ω(1-2x) + kT ln[x/(1-x)].

Differentiating again,

g'' = -2Ω + kT[1/x + 1/(1-x)] = kT/[x(1-x)] - 2Ω.

The energies of the pure oxides enter the total free energy through a term linear in x. Its second derivative is zero, so they do not affect the spinodal within one polymorph. They do matter when different polymorphs compete, because each polymorph then has its own free-energy curve.

**Part (c)**

Find the critical temperature Tc, above which no composition is unstable. Evaluate it for the given Ω, and find the temperature T = 0.75 Tc. What happens if Ω is negative?

**Answer**

The first term of g'' is smallest where x(1-x) is largest. Since

x(1-x) = 1/4 - (x - 1/2)²,

the largest value is 1/4, at x = 1/2. The least curvature is thus

g''(1/2) = 4kT - 2Ω.

It is negative for kT < Ω/2 and positive for kT > Ω/2. Therefore

Tc = Ω/(2k).

For Ω = 40 meV, kTc = 20 meV, which corresponds to Tc = 232.1 K. At three-quarters of this temperature,

T = 0.75 × 232.1 K = 174.1 K, and kT = 0.75 × 20 meV = 15 meV.

If Ω is negative, both terms of g'' are positive at every temperature above zero. This model then has no spinodal. A tendency of unlike cations to form an ordered pattern would need a description that distinguishes different sets of sites.

**Part (d)**

Find the spinodal compositions at T = 0.75 Tc. Give also the general formula below Tc and its limits near Tc and near zero temperature.

**Answer**

Setting g'' = 0 and using 2Ω = 4kTc,

x(1-x) = kT/(2Ω) = T/(4Tc).

At T/Tc = 3/4 the right-hand side is 3/16 = 0.1875, so

x² - x + 3/16 = 0.

The discriminant is 1 - 4 × 3/16 = 1/4, whose square root is 1/2. Hence

x = (1 ± 1/2)/2, that is, **x = 0.25 and x = 0.75**.

Both satisfy the condition, since 0.25 × 0.75 = 0.1875. The value of Ω has dropped out: it sets the temperature scale, while the compositions depend on the ratio T/Tc.

The signs of the curvature show which side is unstable. At 174.1 K,

g''(0.20) = 15/0.16 - 80 = 13.75 meV,

g''(0.30) = 15/0.21 - 80 = -8.57 meV,

g''(0.50) = 15/0.25 - 80 = -20 meV.

The unstable range lies between the two roots. A separate calculation avoids the large-N formula for the entropy: with N = 4000 cations, the arrangements are counted through the factorials, and the second difference of the free energy is examined as the number of zirconium ions changes. It is negative between x = 0.2500 and x = 0.7500, in agreement with the roots.

For any T below Tc, the same quadratic gives

x = [1 ± √(1 - T/Tc)]/2.

As T approaches Tc, both roots approach 1/2, and their distance from 1/2 shrinks as the square root of 1 - T/Tc. This square root, and the sharp spinodal line itself, belong to the random-mixing approximation. When the correlations of a short-range pair model are treated fully, the two-phase region closes with a power near 1/3, and the change from nucleation to spontaneous separation is gradual. Near zero temperature, √(1 - T/Tc) ≈ 1 - T/(2Tc), so the lower root is approximately T/(4Tc) and the upper one is 1 - T/(4Tc). Almost the whole composition range is then unstable in this model, though nothing has been said about how fast the cations can move.

**Part (e)**

Find the miscibility gap at the same temperature: the range of compositions for which separation into two phases gives the lowest free energy. Explain the condition of a mixture with x = 0.20.

**Answer**

Look first for the minima of g. Setting g' = 0 gives

ln[x/(1-x)] + (Ω/kT)(1-2x) = 0, with Ω/kT = 40/15 = 2.667.

The root x = 1/2 is a maximum, because g'' is negative there. To find the others, follow g' from x = 0 to x = 1/2. It starts at minus infinity and rises up to x = 0.25, where g'' changes sign. It then falls, reaching zero at x = 1/2. It must therefore be positive from 0.25 up to just below 1/2, and it crosses zero once below 0.25. Numerical solution gives x = 0.1122. Substitution confirms it: the logarithm is -2.068, and 2.667 × (1 - 0.2244) = 2.068. By symmetry the other minimum is at x = 0.8878.

The two minima have the same free energy, g_min. No composition lies below g_min, so no mixture of phases can have a lower average. For any overall composition between 0.1122 and 0.8878, a combination of the two minimum compositions reaches g_min. These are therefore the limits of the miscibility gap. The line joining the minima is the common tangent, horizontal here because of the symmetry.

The composition x = 0.20 lies inside the gap but outside the spinodal. For a split with d = 0.02, the leading term of part (b) gives

δg ≈ 13.75 meV × (0.02)²/2 = 0.00275 meV = 2.75 μeV per cation.

The full expression gives 2.78 μeV, the small difference being due to higher powers of d. The split costs free energy. Complete separation into the compositions 0.1122 and 0.8878 changes it by

g(0.1122) - g(0.20) = -175.9 μeV per cation.

The uniform mixture is metastable: small changes are resisted, although a sufficiently large one leads to a lower free energy. To separate, it must first form a region of quite different composition, which is nucleation. At x = 0.30, by contrast, the same small split changes the free energy by -1.71 μeV, and no such barrier from the uniform free energy stands in the way.

**Part (f)**

Estimate separately how the spinodal at T = 174.1 K is changed by (i) elastic strain, (ii) correlations between neighbouring cations, and (iii) an asymmetric interaction. Hold T and Ω fixed throughout.

For (i), use the rough values E = 200 GPa for Young's modulus, ν = 0.3 for Poisson's ratio, a relative lattice change η = 0.006 per unit change of x, and a volume V = 0.034 nm³ per cation. For (iii), add Ω₁x(1-x)(1-2x) to g, with the illustrative value Ω₁ = 4 meV.

**Answer (i): strain**

Suppose the composition varies in flat layers about its mean x₀, and the layers keep a common in-plane lattice. A layer of composition x must be strained by ε = -η(x-x₀) in both in-plane directions. It is free to relax along the normal, so the normal stress is zero. For an isotropic solid with in-plane stress σ, Hooke's law gives

ε = (σ - νσ)/E, so σ = Yε with Y = E/(1-ν) = 286 GPa.

The energy density is half of stress times strain, summed over two directions: (σε + σε)/2 = Yε². The cost per cation is thus VYη²(x-x₀)². Its second derivative adds to the curvature

2VYη² = 2 × 0.034 nm³ × 286 GPa × (0.006)² = 4.37 meV.

The spinodal condition becomes kT/[x(1-x)] = 80 - 4.37 = 75.63 meV, or x(1-x) = 15/75.63 = 0.198. The roots are x = 0.273 and 0.727. Strain narrows the unstable range, because a composition wave must now pay an elastic energy. The critical temperature for such coherent separation falls from 232.1 K to 219.4 K. Elastic anisotropy and the clamping of a film by its electrodes are not included.

**Answer (ii): correlations**

Let y be the probability that a neighbouring pair has Hf on its first site and Zr on its second. The four ordered pair probabilities p are then x-y for Zr-Zr, 1-x-y for Hf-Hf, and y for each unlike order. The quasi-chemical approximation uses

f = zwy + kT{(z/2)Σp ln p - (z-1)[x ln x + (1-x) ln(1-x)]}.

The sum counts the entropy of the pairs, and the last term corrects for each site having been counted z times. For random pairs, y = x(1-x) and f reduces to g. The approximation ignores correlations carried round closed loops of neighbours, so it is itself an estimate.

Write q = x(1-x) and s = exp(2w/kT). Minimizing f over y gives

sy² = (x-y)(1-x-y) = q - y + y², or (s-1)y² + y - q = 0.

The positive root is y = 2q/(1+β), where β = √[1 + 4q(s-1)] = 1 + 2(s-1)y. Differentiating the quadratic with respect to x gives y' = (1-2x)/β.

Because f is stationary in y, its first derivative along the minimum is

f' = kT{(z/2) ln[(x-y)/(1-x-y)] - (z-1) ln[x/(1-x)]}.

Differentiating the first logarithm gives

B = (1-y')/(x-y) + (1+y')/(1-x-y) = [1 - 2y - (1-2x)²/β]/(sy²).

Now (1-2x)² = 1-4q. Inserting β = 1 + 2(s-1)y and (s-1)y² = q-y,

β(1-2y) - 1 + 4q = 2(s-1)y - 2y - 4(q-y) + 4q = 2sy.

Hence B = 2/(βy) = (1+β)/(βq), and

f'' = (kT/q)[(z/2)(1 + 1/β) - (z-1)] = (kT/q)[1 - (z/2)(1 - 1/β)].

The spinodal is at β = z/(z-2) = 1.2. From the definition of β, 4q = (β²-1)/(s-1). Here w = 40/12 = 3.333 meV and 2w/kT = 0.4444, so

4q = 0.44/(exp(0.4444) - 1) = 0.786.

The roots are x = 0.269 and 0.731. The critical point has 4q = 1, hence s = β² and kTc = w/ln 1.2, giving Tc = 212.2 K. Within this approximation, avoiding unlike neighbours lowers the free energy of the uniform mixture and makes it more stable than random mixing suggests. The approximation gives the right direction but understates the effect: the accurate critical temperature of this pair model on the face-centred cubic lattice is about 190 K, so less than half of the lowering from 232.1 K is captured.

**Answer (iii): asymmetry**

Since x(1-x)(1-2x) = x - 3x² + 2x³, the added term contributes Ω₁(12x-6) to g''. This is -12 meV at x = 0.25 and +12 meV at x = 0.75. The derivative of the original curvature is

g''' = -kT(1-2x)/[x(1-x)]²,

which is about -213 meV at x = 0.25 and +213 meV at x = 0.75. To first order, both limits therefore shift by -12/213 = -0.056. Solving the full condition gives x = 0.198 and 0.694.

An asymmetry of one-tenth of Ω thus moves the limits by about 0.05, more than either of the other two estimates, which move them by about 0.02. This ranking is not firm, because the estimate in (ii) understates the effect of correlations. At this temperature the lower limit of the miscibility gap, 0.112 for random mixing, is 0.141 in the quasi-chemical approximation and about 0.17 in the pair model on the face-centred cubic lattice. The full effect on the gap is thus about twice the quasi-chemical one, and correlations may matter about as much as the asymmetry. The three effects have been calculated one at a time, and their shifts should not simply be added.

**Part (g)**

Should a memory film used at 300 K, after an anneal at roughly 700 K, be expected to decompose at the compositions of part (d)? Estimate the cation hopping time from a rough barrier of 4 eV and an attempt rate of 10¹³ s⁻¹.

**Answer**

Not on the basis of this model. Both temperatures lie above its Tc of 232.1 K. The least curvature, 4kT - 2Ω, is 23.4 meV at 300 K and 161.3 meV at 700 K, so every composition is stable against small changes. To put the critical point at 700 K, Ω would have to be 2kT = (161.3 + 80)/2 ≈ 121 meV, about three times the chosen value.

At 174.1 K the model does have an unstable range, but the cations would hardly move. The mean time between hops is approximately the inverse attempt rate times exp(barrier/kT):

log₁₀(time in s) = 4000/(15 × 2.303) - 13 ≈ 103.

At 700 K the same estimate gives about 10¹⁶ s. A barrier lower by 1 eV would remove about 29 powers of ten at 174.1 K, still leaving an unobservable process. These are estimates for hopping in the bulk crystal; faster paths, such as grain boundaries, are not covered.

Hafnia and zirconia form solid solutions in all proportions when prepared as ceramics at high temperatures, where the cations can move. This agrees with the absence of a spinodal there but does not establish the sign or size of Ω. A mixed film at 700 K says less, because with hopping as slow as estimated it may simply keep the mixture in which it was deposited. The assumption most clearly broken in a real film is that of a single polymorph. Monoclinic, tetragonal and polar orthorhombic structures compete, and their balance depends on composition, grain size, strain and processing. The fractions 0.25 and 0.75 are limits of chemical stability within one structure at 0.75 Tc. They are not boundaries of the ferroelectric range, and this calculation cannot say how far those boundaries lie from them.

Values computed for the example and the checks

```
Interaction parameter Omega: 40.0 meV per cation
Critical temperature Tc: 232.1 K
Tc from numerical stability search: 232.1 K
Chosen T/Tc: 0.75
Temperature T: 174.1 K
Thermal energy kT at T: 15.000 meV
Product x(1-x) at spinodal: 0.1875
Spinodal zirconia fractions: 0.2500, 0.7500
Same, from counted arrangements: 0.2500, 0.7500
Number of cations in that count: 4000
Unlike-pair fraction, random lattice, x=0.25: 0.376
Miscibility gap limits: 0.1122, 0.8878
Curvature g'' at x=0.20: 13.75 meV
Curvature g'' at x=0.30: -8.57 meV
Curvature g'' at x=0.50: -20.00 meV
Small split half-width d: 0.02
Small split energy at x=0.20: 2.78 ueV per cation
Small split energy at x=0.30: -1.71 ueV per cation
Full separation energy at x=0.20: -175.9 ueV per cation
Rough Young modulus: 200 GPa
Rough Poisson ratio: 0.3
Rough lattice change per unit x: 0.6 percent
Rough volume per cation: 0.034 nm3
Biaxial modulus Y: 286 GPa
Strain addition to g'': 4.37 meV
Coherent spinodal: 0.273, 0.727
Coherent critical temperature: 219.4 K
Cation neighbours z: 12
Pair energy w: 3.333 meV
Quasi-chemical spinodal: 0.269, 0.731
Quasi-chemical critical temperature: 212.2 K
Asymmetry parameter Omega1: 4.0 meV
Asymmetric spinodal: 0.198, 0.694
Least g'' at 300 K (use): 23.4 meV
Least g'' at 700 K (anneal): 161.3 meV
Rough cation hop barrier: 4.0 eV
Rough attempt rate: 1e+13 1/s
log10 of hop time in s at T: 103
log10 of hop time in s at anneal: 16
```
